\section*{Maxwell-Wagner Compensation of Polarization at a Ferroelectric-Dielectric Interface}

\section*{The system}

A ferroelectric layer of thickness $d_f$ lies on a dielectric layer of thickness $d_d$. The stack is a plane capacitor with ideal metal electrodes, held at a voltage $V$. All fields, currents and polarizations are normal to the layers and are counted positive from the ferroelectric towards the dielectric. A positive $V$ drives a positive field.

The ferroelectric is a single domain. At time $t=0$ its remanent polarization is set to $P>0$, in a time so short that leakage moves negligible charge, and $P$ is then held. The displacements in the two layers are
\begin{equation}
D_f=\epsilon_f E_f+P,\qquad D_d=\epsilon_d E_d .
\label{eq:D}
\end{equation}
Here $\epsilon_f$ is the slope of displacement against field at remanence, so it includes the small reversible response of the polarization. Both layers are ohmic, with constant conductivities $\sigma_f$ and $\sigma_d$. The interface carries a free charge $q$ per area, with $q(0)=0$, and there is no free charge inside the layers at the start.

None develops there later. In a uniform layer with permittivity $\epsilon$ and conductivity $\sigma$, Gauss's law gives $\partial E/\partial x=\rho/\epsilon$, because $P$ is uniform. Charge conservation then gives $\partial\rho/\partial t=-\sigma\,\partial E/\partial x=-(\sigma/\epsilon)\rho$, and a density that starts at zero stays at zero. Each layer therefore has a uniform field, and $q$ is the one variable that evolves. SI units are used.

\section*{(a) Fields at a given interface charge}

\textit{Find $E_f$ and $E_d$ for given $V$, $P$ and $q$. What is the depolarizing field just after $P$ has been set in short circuit?}

\medskip
\textbf{Solution.} The voltage is the line integral of the field, and Gauss's law fixes the jump of displacement at the interface:
\begin{align}
E_f d_f+E_d d_d&=V, \label{eq:volt}\\
\epsilon_d E_d-\epsilon_f E_f-P&=q. \label{eq:gauss}
\end{align}
Equation (\ref{eq:volt}) gives $E_d=(V-E_f d_f)/d_d$. Put this into (\ref{eq:gauss}) and multiply by $d_d$:
\begin{equation}
\epsilon_d V-(\epsilon_d d_f+\epsilon_f d_d)E_f=d_d(P+q).
\end{equation}
With the abbreviation $L=\epsilon_d d_f+\epsilon_f d_d$ this is
\begin{equation}
E_f=\frac{\epsilon_d V-d_d(P+q)}{L}.
\label{eq:Ef}
\end{equation}
For the other field,
\begin{equation}
V-E_f d_f=\frac{(L-\epsilon_d d_f)V+d_f d_d(P+q)}{L},
\end{equation}
and since $L-\epsilon_d d_f=\epsilon_f d_d$, division by $d_d$ gives
\begin{equation}
E_d=\frac{\epsilon_f V+d_f(P+q)}{L}.
\label{eq:Ed}
\end{equation}

The polarization ends at the interface and leaves a bound charge $+P$ there. The fields depend on the sum $P+q$, the uncompensated charge. In short circuit with $q=0$,
\begin{equation}
E_f(0)=-\frac{d_d P}{L},\qquad E_d(0)=+\frac{d_f P}{L}.
\label{eq:E0}
\end{equation}
The field in the ferroelectric opposes $P$. It vanishes for $d_d\to0$, where the electrode screens the bound charge directly. For $\epsilon_f d_d\gg\epsilon_d d_f$ it tends to $-P/\epsilon_f$, the value for a slab without screening. This limit is formal: for the parameters of parts (e) and (g) it is $1.13\times10^8$ V/m, about five times the intrinsic coercive field, so $P$ could not stay fixed. In the model of part (g) the initial state already leaves the metastable branch between $d_d=7$ and $8$ nm.

\section*{(b) The compensation time}

\textit{Derive the equation of motion of $q$ and its relaxation time. Solve it at constant $V$, and give the depolarizing field in short circuit.}

\medskip
\textbf{Solution.} The current $\sigma_f E_f$ brings charge to the interface and $\sigma_d E_d$ carries it away:
\begin{equation}
\frac{dq}{dt}=\sigma_f E_f-\sigma_d E_d .
\label{eq:cont}
\end{equation}
Insert (\ref{eq:Ef}) and (\ref{eq:Ed}) and collect the terms in $V$ and in $P+q$:
\begin{equation}
\frac{dq}{dt}=\frac{(\sigma_f\epsilon_d-\sigma_d\epsilon_f)V-(\sigma_f d_d+\sigma_d d_f)(P+q)}{L}.
\label{eq:qdot}
\end{equation}
Define $S=\sigma_d d_f+\sigma_f d_d$. The coefficient of $P+q$ is $-S/L$, so the relaxation time is
\begin{equation}
\boxed{\;\tau=\frac{L}{S}=\frac{\epsilon_d d_f+\epsilon_f d_d}{\sigma_d d_f+\sigma_f d_d}\;}
\label{eq:tau}
\end{equation}
This is the Maxwell-Wagner time of the bilayer. It does not contain $P$: a larger polarization needs more charge, but it also drives a proportionally larger current.

For constant $V$, set $dq/dt=0$ in (\ref{eq:qdot}) to find the final charge:
\begin{equation}
q_\infty=-P+\frac{(\sigma_f\epsilon_d-\sigma_d\epsilon_f)V}{S}.
\end{equation}
Since the equation is linear and $q(0)=0$, the solution is $q(t)=q_\infty(1-e^{-t/\tau})$. The final field follows from (\ref{eq:Ef}):
\begin{equation}
E_f(\infty)=\frac{V}{LS}\left[\epsilon_d S-d_d(\sigma_f\epsilon_d-\sigma_d\epsilon_f)\right]
=\frac{V}{LS}\,\sigma_d(\epsilon_d d_f+\epsilon_f d_d)=\frac{\sigma_d V}{S}.
\end{equation}
In the bracket the two terms with $\sigma_f\epsilon_d d_d$ cancel. Because $E_f$ is linear in $q$, it moves with the same exponential:
\begin{equation}
E_f(t)=\frac{\sigma_d V}{S}+\left[\frac{\epsilon_d V-d_d P}{L}-\frac{\sigma_d V}{S}\right]e^{-t/\tau}.
\label{eq:EfV}
\end{equation}
At first the permittivities divide the applied voltage; at the end the conductivities do, and $P$ has dropped out. In short circuit,
\begin{equation}
\boxed{\;q(t)=-P\left(1-e^{-t/\tau}\right),\qquad E_f(t)=-\frac{d_d P}{L}\,e^{-t/\tau}\;}
\label{eq:main}
\end{equation}

The polarization itself has not changed in this process. What changes is the place of the screening charge. The electrode on the dielectric carries $-D_d=-(\epsilon_d d_f P/L)e^{-t/\tau}$, which disappears, while the charge $-P$ builds up at the interface, next to the bound charge.

Equations (\ref{eq:tau})--(\ref{eq:main}) were tested against a solution of Poisson's equation and charge continuity in which each layer is cut into six cells with free charge allowed at every internal boundary. The relaxation rates and the fields agree to about one part in a million, with and without bias.

\section*{(c) Which layer sets the time?}

\textit{Compare $\tau$ with the relaxation times $\epsilon_f/\sigma_f$ and $\epsilon_d/\sigma_d$ of the separate materials. Treat the cases in which one layer blocks. Through which layer does the compensating charge arrive? What changes if the capacitor is disconnected?}

\medskip
\textbf{Solution.} Divide numerator and denominator of (\ref{eq:tau}) by $d_f d_d$:
\begin{equation}
\tau=\frac{C_f+C_d}{G_f+G_d},\qquad C_i=\frac{\epsilon_i}{d_i},\quad G_i=\frac{\sigma_i}{d_i}.
\label{eq:CG}
\end{equation}
Seen from the interface, both layers lead to electrodes at fixed potential. Their capacitances and conductances per area therefore add as in a parallel circuit, although the layers are in series between the terminals. With $\tau_i=\epsilon_i/\sigma_i$, so that $C_i=G_i\tau_i$,
\begin{equation}
\tau=\frac{G_f\tau_f+G_d\tau_d}{G_f+G_d}.
\label{eq:mean}
\end{equation}
This is a weighted mean with positive weights, so $\tau$ lies between $\tau_f$ and $\tau_d$ when both layers conduct.

If the dielectric blocks, $\sigma_d=0$, then
\begin{equation}
\tau=\frac{L}{\sigma_f d_d}=\frac{\epsilon_f}{\sigma_f}\left(1+\frac{\epsilon_d d_f}{\epsilon_f d_d}\right).
\label{eq:blockd}
\end{equation}
The ferroelectric must then charge the capacitance of the dielectric as well as its own. For a thin dielectric the bracket is large, and $\epsilon_f/\sigma_f$ badly underestimates the compensation time. If the ferroelectric blocks, $\tau=L/(\sigma_d d_f)$. The inverses of these two times add up to $S/L=1/\tau$: the leakage paths add as rates. If both layers block, $\tau$ is infinite and the depolarizing field persists.

In short circuit the charge that leaves the interface through the dielectric is
\begin{equation}
\int_0^\infty\sigma_d E_d\,dt=\frac{\sigma_d d_f P}{L}\,\tau=\frac{\sigma_d d_f}{S}\,P .
\label{eq:share}
\end{equation}
The remaining fraction $\sigma_f d_d/S$ passes through the ferroelectric.

The result requires a fixed voltage. If the terminals are disconnected at some moment, the total current $\sigma_i E_i+\epsilon_i\,dE_i/dt$ is zero in each layer. The fields then decay separately, with times $\tau_f$ and $\tau_d$, and a voltage may appear at the terminals meanwhile.

\section*{(d) Energy balance}

\textit{Show that in short circuit the stored field energy turns into Joule heat at every instant.}

\medskip
\textbf{Solution.} Write $s=P+q$. At $V=0$ the fields are $E_f=-d_d s/L$ and $E_d=d_f s/L$. The energy per area at fixed remanent polarization is
\begin{equation}
U=\tfrac12\epsilon_f E_f^2 d_f+\tfrac12\epsilon_d E_d^2 d_d
=\frac{d_f d_d s^2}{2L^2}(\epsilon_f d_d+\epsilon_d d_f)=\frac{d_f d_d s^2}{2L}.
\end{equation}
The heating power per area is
\begin{equation}
W=\sigma_f E_f^2 d_f+\sigma_d E_d^2 d_d=\frac{d_f d_d s^2}{L^2}(\sigma_f d_d+\sigma_d d_f)=\frac{d_f d_d S s^2}{L^2}.
\end{equation}
Since $ds/dt=-s/\tau=-Ss/L$,
\begin{equation}
\frac{dU}{dt}=\frac{d_f d_d s}{L}\frac{ds}{dt}=-\frac{d_f d_d S s^2}{L^2}=-W .
\end{equation}
The short-circuited source does no work, so the balance closes. The total heat is $U(0)=d_f d_d P^2/(2L)$.

\section*{(e) Numbers and retention}

\textit{Take $d_f=200$ nm, $d_d=1$ nm, relative permittivities $200$ and $20$, $\sigma_f=10^{-12}$ S/m, $\sigma_d=10^{-14}$ S/m and $P=0.20$ C/m$^2$. These are round model parameters. Evaluate the results above. How long does the depolarizing field stay above a chosen magnitude $E_{\rm th}=10^6$ V/m?}

\medskip
\textbf{Solution.} The two sums are
\begin{align}
L&=\epsilon_0\,(20\times200+200\times1)\ {\rm nm}=3.72\times10^{-17}\ {\rm F},\\
S&=(10^{-14}\times2\times10^{-7}+10^{-12}\times10^{-9})\ {\rm S}=3.0\times10^{-21}\ {\rm S}.
\end{align}
Hence $\tau=L/S=1.24\times10^4$ s, or $3.44$ h. The material times are $\tau_f=1.77\times10^3$ s and $\tau_d=1.77\times10^4$ s, and $\tau$ lies between them.

Although the dielectric is a hundred times less conductive, it is two hundred times thinner. Its conductance per area is twice that of the ferroelectric, and by (\ref{eq:share}) it carries $2/3$ of the charge. With leakage through the ferroelectric alone the time would be $3.72\times10^4$ s, which is $21$ times $\tau_f$. With leakage through the dielectric alone it would be $1.86\times10^4$ s.

The initial depolarizing field is
\begin{equation}
E_f(0)=-\frac{10^{-9}\times0.20}{3.72\times10^{-17}}\ {\rm V/m}=-5.38\times10^6\ {\rm V/m},
\end{equation}
or $-53.8$ kV/cm. It falls to $-4.96\times10^6$ V/m after $10^3$ s, to $-2.40\times10^6$ V/m after $10^4$ s and to $-1.7\times10^3$ V/m after $10^5$ s. The stored energy, $0.108$ J/m$^2$, agrees with the Joule heat integrated over the cell-resolved solution.

From (\ref{eq:main}), the time to reach $E_{\rm th}$ is
\begin{equation}
t_{\rm th}=\tau\ln\frac{|E_f(0)|}{E_{\rm th}}=1.24\times10^4\ {\rm s}\times\ln5.38=2.09\times10^4\ {\rm s}.
\label{eq:tth}
\end{equation}
For retention this is the dangerous period: if $E_{\rm th}$ is a field below which back-switching is negligible, the written state must survive until $t_{\rm th}$. Leakage helps the polarization here, because it removes the field that drives the loss. It does not help a readout that senses the charge $-D_d$ on the dielectric side, as a field-effect channel does: that charge decays by the same factor, to $19\%$ at $t_{\rm th}$. Whether the state survives depends on the switching kinetics, which the model does not contain.

A bias of $1$ V shows the change of voltage division. Its contribution to $E_f$ is $4.76\times10^6$ V/m at once and $3.33\times10^6$ V/m in the steady state. Together with $P$, the total field starts at $(4.76-5.38)\times10^6=-0.62\times10^6$ V/m and ends at $+3.33\times10^6$ V/m, so it changes sign on the way.

One number calls for caution. The initial field in the dielectric is $1.08\times10^9$ V/m, about $1.1$ V across $1$ nm. This is comparable to or above the breakdown field of oxides with a relative permittivity near $20$, which is several MV/cm, and a constant conductivity at such a field is a strong assumption. In short circuit $dE_f/dt=-(S/L)E_f$ holds at each instant even if $S$ depends on the fields. A conductivity that rises with field would thus speed up the early decay and leave the low-field value of $\tau$ for the late one. That low-field value is itself a model choice. Electrons tunnel directly through $1$ nm: a rectangular barrier of $1$ to $3$ eV with a mass of $0.4$ to $1$ electron masses between two metals conducts $10^6$ to $10^{11}$ S/m$^2$, against $G_d=10^{-5}$ S/m$^2$ here. The interface is not a metal, so this is an upper estimate, and the real rate depends on the states available there. A time of hours should not be read as typical of a $1$ nm dielectric.

\section*{(f) Imprint}

\textit{The state $+P$ is kept in short circuit for a time $t_w$, and the polarization is then reversed to $-P$ in a time much shorter than $\tau$. Find the field after the reversal and the shift of a fast hysteresis loop along the voltage axis.}

\medskip
\textbf{Solution.} The voltage pulse that reverses the polarization is taken to be so short that leakage moves negligible charge, so the interface charge stays at $q_w=-P(1-e^{-t_w/\tau})$. The uncompensated charge becomes
\begin{equation}
-P+q_w=-P\left(2-e^{-t_w/\tau}\right),
\end{equation}
and (\ref{eq:Ef}) at $V=0$ gives
\begin{equation}
E_f=+\frac{d_d P}{L}\left(2-e^{-t_w/\tau}\right).
\label{eq:back}
\end{equation}
This field points towards the old state. The charge that stabilized $+P$ now adds to the bound charge of $-P$, and after a long wait the field is twice the ordinary depolarizing field. Compensation thus aids the retention of the old state and hinders that of the new one.

For the loop, rewrite (\ref{eq:Ef}) as
\begin{equation}
E_f=\frac{\epsilon_d}{L}\left[\left(V-\frac{d_d q_w}{\epsilon_d}\right)-\frac{d_d P}{\epsilon_d}\right],
\end{equation}
where $P$ now stands for the momentary polarization. The ferroelectric meets the same field as in a fresh sample if $V$ is changed by
\begin{equation}
\Delta V=\frac{d_d q_w}{\epsilon_d}.
\label{eq:shift}
\end{equation}
If switching depends on $E_f$ and its history, and the sweep is fast compared with $\tau$, the whole loop moves by $\Delta V$. After a wait in $+P$ the shift is negative: a more negative voltage is needed to leave $+P$, and a less positive one to return. If $|\Delta V|$ exceeds the return voltage of the fresh sample, the return voltage becomes negative.

For $t_w=10^4$ s the numbers are $q_w=-0.111$ C/m$^2$, $\Delta V=-0.63$ V and, after reversal, $E_f=8.36\times10^6$ V/m. Full compensation would give $\Delta V=-1.13$ V. The field in the dielectric after the reversal has the magnitude $1.67\times10^9$ V/m, so the caution of part (e) applies more strongly, and the new state stays above $E_{\rm th}$ for $2.6\times10^4$ s.

The imprint is not permanent in this model. If $-P$ is held in short circuit from a new time origin, $P$ in (\ref{eq:qdot}) is replaced by $-P$, and
\begin{equation}
q(t)=P-P\left(2-e^{-t_w/\tau}\right)e^{-t/\tau}.
\end{equation}
The shift passes through zero at $t=\tau\ln(2-e^{-t_w/\tau})$, which is less than $\tau\ln2$, and then builds up with the opposite sign.

\section*{(g) A polarization that responds to the field}

\textit{So far the response of the polarization was linear and contained in $\epsilon_f$. Replace it by the Landau relation $E_f=aP+bP^3$ with $a<0<b$, on a background permittivity $\epsilon_b$, so that $D_f=\epsilon_b E_f+P$. Find the decay law in short circuit and judge the linear result.}

\medskip
\textbf{Solution.} At zero field $P_s^2=-a/b$. The susceptibility there is
\begin{equation}
\chi=\left.\frac{dP}{dE_f}\right|_{P_s}=\frac{1}{a+3bP_s^2}=\frac{1}{2|a|}.
\end{equation}
Gauss's law now gives $L_b E_f=-d_d(P+q)$ with $L_b=\epsilon_d d_f+\epsilon_b d_d$. In short circuit $E_d=-E_f d_f/d_d$, so (\ref{eq:cont}) becomes $dq/dt=SE_f/d_d$. Differentiate Gauss's law, using $dP/dt=(dP/dE_f)(dE_f/dt)$:
\begin{equation}
\left[L_b+d_d\frac{dP}{dE_f}\right]\frac{dE_f}{dt}=-S E_f .
\label{eq:nl}
\end{equation}
Late in the decay $dP/dE_f\to\chi$, and the bracket becomes $L$ with $\epsilon_f=\epsilon_b+\chi$. This justifies the use of the slope at remanence in $\tau$.

To integrate from $(E_0,P_0)$ to $(E_1,P_1)$, divide (\ref{eq:nl}) by $E_f$:
\begin{equation}
St=L_b\ln\frac{E_0}{E_1}-d_d\int_{P_0}^{P_1}\frac{dP}{E_f(P)} .
\end{equation}
With $a=-bP_s^2$ the field is $E_f=-bP(P_s^2-P^2)$, and partial fractions give
\begin{equation}
\frac{1}{P(P_s^2-P^2)}=\frac{1}{P_s^2}\left[\frac1P+\frac{P}{P_s^2-P^2}\right].
\end{equation}
An antiderivative is $(2P_s^2)^{-1}\ln[P^2/(P_s^2-P^2)]$. Since $2bP_s^2=2|a|=1/\chi$,
\begin{equation}
St=L_b\ln\frac{E_0}{E_1}+\chi d_d\ln\frac{(P_s^2-P_0^2)/P_0^2}{(P_s^2-P_1^2)/P_1^2}.
\label{eq:nlt}
\end{equation}

The opposing field keeps $P$ below $P_s$. On the metastable branch, $P>P_s/\sqrt3$, the slope $dP/dE_f=1/(a+3bP^2)$ is then positive and larger than $\chi$. The relative decay rate $-d\ln|E_f|/dt$ is therefore smaller early in the decay than late. At a given field in the ferroelectric, the branch ends at $P=P_s/\sqrt3$, where the field has the magnitude $2|a|P_s/(3\sqrt3)$, the intrinsic coercive field.

Take $P_s=0.20$ C/m$^2$ and split the relative permittivity $200$ into a background of $10$ and $\chi/\epsilon_0=190$. The initial polarization is $0.190$ C/m$^2$ and the initial field $-5.36\times10^6$ V/m, close to the linear value. The field falls to $1/e$ of its initial value in $1.245\times10^4$ s, $0.4\%$ longer than $\tau$. Integration of the charge equation, with $P$ solved for at each instant, agrees with (\ref{eq:nlt}). With $E_0/E_1=e$, equation (\ref{eq:nlt}) gives a relative correction $3(\chi d_d/L)\ln(P_1/P_0)$. The factor $\chi d_d/L=0.045$ is the share of the polarization response in the capacitance of (\ref{eq:CG}), and the relative change of $P$ is of the same order, so the correction is of second order in this share. It grows to about $8\%$ for $d_d=4$ nm. Leaving the response out altogether would give $1.18\times10^4$ s, about $5\%$ below $\tau$.

The intrinsic coercive field is $2.29\times10^7$ V/m here, about four times the initial depolarizing field, so the uniform state is locally stable in the model. A film that reverses by nucleation and growth of domains at a lower field can lose polarization before the charge arrives. Equations (\ref{eq:main}) and (\ref{eq:nlt}) then fail, since $P$ no longer follows a single branch. The values quoted in parts (e) to (g) are rounded.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ferroelectric thickness d_f = 200 nm
dielectric thickness d_d = 1 nm
relative permittivities f, d = 200, 20
conductivity sig_f = 1.0e-12 S/m
conductivity sig_d = 1.0e-14 S/m
polarization P = 0.20 C/m^2
L = 3.7188e-17 F
S = 3.0000e-21 S
Maxwell-Wagner time tau = 1.2396e+04 s = 3.443 h
eps_f/sig_f = 1.7708e+03 s
eps_d/sig_d = 1.7708e+04 s
time if only ferroelectric leaks = 3.7188e+04 s
time if only dielectric leaks = 1.8594e+04 s
slowdown factor over eps_f/sig_f = 21.00
initial E_f = -5.3781e+06 V/m = -53.78 kV/cm
initial E_d = 1.0756e+09 V/m
t = 1e+03 s: E_f = -4.9613e+06 V/m, q = -0.01550 C/m^2
t = 1e+04 s: E_f = -2.4004e+06 V/m, q = -0.11074 C/m^2
t = 1e+05 s: E_f = -1.6869e+03 V/m, q = -0.19994 C/m^2
share of charge through dielectric = 0.6667
stored energy per area = 1.07563e-01 J/m^2
Joule heat per area = 1.07563e-01 J/m^2
chosen field level E_th = 1.0e+06 V/m
time to reach E_th = 2.0854e+04 s
E_f at 1 V, P = 0, at once = 4.7619e+06 V/m
E_f at 1 V, steady = 3.3333e+06 V/m
wait before reversal t_w = 1.0e+04 s
interface charge after wait = -0.11074 C/m^2
E_f after reversal = 8.3559e+06 V/m
loop shift after wait = -0.6253 V
loop shift, full compensation = -1.1294 V
background relative permittivity = 10
chi/epsilon_0 at remanence = 190
Landau a = -2.9721e+08 m/F
Landau b = 7.4303e+09 m^5/(F C^2)
intrinsic coercive field = 2.2879e+07 V/m
responding P at t = 0: 0.19029 C/m^2
responding P at 1/e time: 0.19660 C/m^2
responding model, initial E_f = -5.3594e+06 V/m
responding model, 1/e time = 1.2451e+04 s
responding model, 1/e time over tau = 1.00443
responding model, late decay time = 1.2396e+04 s
time with background permittivity only = 1.1835e+04 s
\end{verbatim}
